# Step meandering in step-flow growth from asymmetric attachment

Before step-flow growth is simulated on a vicinal surface, the length $W$ of the periodic cell along the steps must be chosen. The cell admits the meander wavelengths $W,W/2,W/3,\dots$. If $W$ is below the shortest unstable wavelength, every meander that the cell admits decays, and the run wrongly suggests that the steps are stable against meandering. The cell length, and the film thickness that must be simulated before a meander shows, follow from the growth rate of a small ripple on a train of steps.

Let the steps run along $x$ and descend along $+z$, with equal spacing $\ell$. Terrace $n$ lies between step $n$, at its upper end, and step $n+1$. Atoms arrive at flux $F$ per area, diffuse isotropically with constant $D$, and each adds an area $\Omega$ to a layer. Desorption, islands, diffusion along step edges, hopping across steps without attachment, and elastic interaction are left out. The adatom density $c$ is taken to follow the step positions at once. The relations below contain no $\hbar$, electron charge or electron mass, so they keep their form in atomic units, with $k_BT$ an energy.

The restoring force comes from the step free energy. For a profile $z=\zeta(x)$ with slope $p=\zeta'=\tan\theta$ and free energy per length $\gamma(\theta)$,

$$E=\int g(p)\,dx,\qquad g=\gamma(\arctan p)\sqrt{1+p^2}.$$

Since $d\theta/dp=1/(1+p^2)$, two differentiations give

$$g'=\frac{\gamma_\theta+\gamma p}{\sqrt{1+p^2}},\qquad g''=\frac{\gamma+\gamma_{\theta\theta}}{(1+p^2)^{3/2}},$$

the terms in $\gamma_\theta p$ and $\gamma p^2$ cancelling in $g''$. Integration by parts turns $\delta E=\int g'\,\delta\zeta'\,dx$ into

$$\delta E=-\int g''\zeta''\,\delta\zeta\,dx=\int\tilde\gamma K\,\delta\zeta\,dx,$$

$$\tilde\gamma=\gamma+\gamma_{\theta\theta},\qquad K=-\frac{\zeta''}{(1+\zeta'^2)^{3/2}}.$$

The stiffness $\tilde\gamma$, and not the line tension $\gamma$ alone, resists bending. $K$ is positive where the step bulges downhill. An added atom covers area $\Omega$ and costs $\mu=\Omega\tilde\gamma K$. For dilute adatoms the density in equilibrium with the step is $c_{eq}e^{\mu/k_BT}$, or to first order

$$c_{st}=c_{eq}(1+\Gamma K),\qquad \Gamma=\frac{\Omega\tilde\gamma}{k_BT}.$$

On each terrace $D\nabla^2c+F=0$. Let $k_+$ and $k_-$ be the attachment speeds from the lower and the upper terrace, and $d_\pm=D/k_\pm$. With the normal pointing downhill, the current into a step equals the attachment rate:

$$d_+\partial_nc=c-c_{st}\ \text{(lower side)},\qquad -d_-\partial_nc=c-c_{st}\ \text{(upper side)}.$$

The normal velocity is $\Omega D$ times $\partial_nc$ on the lower side minus $\partial_nc$ on the upper side.

An extra barrier $E_s$ for the last hop down to a step fixes $d_-$. With hop length $a$, the current of that hop is $j=(D/a)e^{-E_s/k_BT}(c_{last}-c_{st})$. Extrapolating the terrace density one hop further, to the step, gives $c=c_{last}-aj/D$. Hence $c-c_{st}=(aj/D)(e^{E_s/k_BT}-1)$, and

$$d_-=a\left(e^{E_s/k_BT}-1\right).$$

Here $a$ is the distance the hop advances normal to the step; on a triangular lattice with close-packed steps it is $\sqrt3/2$ of the hop length. If attachment from below needs no extra barrier, $d_+=0$ on this scale.

For straight steps put $c_0=c_{eq}+A+Bz-Fz^2/(2D)$ on $0<z<\ell$. The condition at $z=0$ gives $A=d_+B$. At $z=\ell$ it reads

$$-d_-\left(B-\frac{F\ell}{D}\right)=d_+B+B\ell-\frac{F\ell^2}{2D}.$$

Collecting $B$, with $s=d_++d_-$ and $L=\ell+s$,

$$B=\frac{F\ell}{D}f_+,\qquad f_+=\frac{\ell/2+d_-}{L},\qquad f_-=1-f_+=\frac{\ell/2+d_+}{L}.$$

A step thus receives the fraction $f_+$ of its atoms from the lower terrace and $f_-$ from the upper, and moves at $V=\Omega F\ell$. A chain of 1000 hops with $d_+=0$ and a last hop slowed by a factor 301, so that $d_-=300a$, delivers to the step at its upper end 0.6148 of the flux falling on 1000 sites, when its rate equations are solved site by site. The formula gives $800/1300=0.6154$; the difference arises because 1000 hops join only 999 terrace sites, a correction of order $a/\ell$.

Now displace step $n$, in the frame moving with the train, by

$$\zeta_n=\epsilon e^{iqx+in\phi+\omega t},$$

where $\phi$ is the phase shift between neighbours. Write $c=c_0(z)+c_1(z)e^{iqx}$, the common time factor being understood. In the equations for $c_1(z)$ below, $\zeta_n$ likewise stands without its factor $e^{iqx}$. To first order $K=q^2\zeta_n$, and $\partial_n$ may be replaced by $\partial_z$, because $c_0$ has no slope along $x$. Expanding about the flat positions adds $c_0'\zeta$ to the density and $c_0''\zeta=-(F/D)\zeta$ to its gradient. With $c_0'(0)=F\ell f_+/D$ and $c_0'(\ell)=-F\ell f_-/D$, the boundary conditions become

$$c_1(0)-d_+c_1'(0)=(g-P)\zeta_n,$$

$$c_1(\ell)+d_-c_1'(\ell)=(g+M)\zeta_{n+1},$$

where from here on $g=c_{eq}\Gamma q^2$ and

$$P=\frac FD(d_++\ell f_+),\qquad M=\frac FD(d_-+\ell f_-).$$

Call the two right-hand sides $R_0$ and $R_\ell$. The equation $c_1''=q^2c_1$ has the solution $c_1=a_1\cosh qz+b_1\sinh qz$. With $S=\sinh q\ell$ and $C=\cosh q\ell$,

$$a_1-d_+qb_1=R_0,$$

$$a_1(C+d_-qS)+b_1(S+d_-qC)=R_\ell.$$

Eliminating $a_1$ gives

$$c_1'(0)=qb_1=\frac qQ\left[R_\ell-R_0(C+d_-qS)\right],$$

$$Q=(1+d_+d_-q^2)S+sqC.$$

Reflecting the terrace exchanges its ends and reverses the gradient:

$$-c_1'(\ell)=\frac qQ\left[R_0-R_\ell(C+d_+qS)\right].$$

Step $n$ receives the first current from terrace $n$ and the second from terrace $n-1$. The two contributions $c_0''\zeta_n$ cancel in the velocity. On terrace $n$, $R_0=(g-P)\zeta_n$ and $R_\ell=(g+M)e^{i\phi}\zeta_n$; on terrace $n-1$, $R_0=(g-P)e^{-i\phi}\zeta_n$ and $R_\ell=(g+M)\zeta_n$. Therefore

$$\omega=\frac{\Omega Dq}{Q}\Big[(g+M)e^{i\phi}+(g-P)e^{-i\phi}-(g-P)(C+d_-qS)-(g+M)(C+d_+qS)\Big].$$

The real part contains two combinations of $M$ and $P$. Put $\Delta=d_--d_+$. Since $f_--f_+=-\Delta/L$,

$$M-P=\frac{F\Delta}{D}\left(1-\frac{\ell}{L}\right)=\frac{F\Delta s}{DL}.$$

In the other the products $d_+d_-$ cancel:

$$Pd_--Md_+=\frac{F\ell}{D}(f_+d_--f_-d_+)=\frac{F\ell\Delta}{DL}\left(\frac\ell2+s\right).$$

The growth rate is then

$$\begin{aligned}\mathrm{Re}\,\omega={}&\frac{\Omega Fq\Delta}{QL}\left[\ell\left(\frac\ell2+s\right)qS-s(C-\cos\phi)\right]\\&-\frac{\Omega Dc_{eq}\Gamma q^3}{Q}\left[2(C-\cos\phi)+sqS\right].\end{aligned}$$

Because $M+P=FL/D$, the imaginary part is $\Omega FqL\sin\phi/Q$. It makes the pattern travel without changing its amplitude.

This linear result can be compared with a numerical solution of the diffusion problem between curved steps, with full normals and curvature. Take $D=F=\Omega=\ell=c_{eq}=1$, $\Gamma=0.05$, $d_+=0.3$, $d_-=2$ and ripple amplitude $2\times10^{-4}$. Over $q=0.5,1.5,3$ and $\phi=0,1,\pi$, the largest difference in complex $\omega$ is $7\times10^{-8}$ in these units.

For $\Delta>0$, $\cos\phi$ enters $\mathrm{Re}\,\omega$ linearly with a positive coefficient. At every $q>0$ the in-phase pattern, $\phi=0$, is therefore the fastest. For it the flux bracket is $(\ell/2+s)uS-s(C-1)$, with $u=q\ell$. The function $u\sinh u-2(\cosh u-1)$ vanishes at $u=0$ and has derivative $u\cosh u-\sinh u$, which is itself zero at $u=0$ and has the positive derivative $u\sinh u$. So $uS\ge2(C-1)$, the bracket is positive, and the flux term has the sign of $\Delta$ at all wavelengths.

The mechanism is lateral diffusion. For a long in-phase wave the density driven by the flux is nearly $c_0(z-\zeta)$, so the current along $x$, summed over the terrace width, is $D\zeta'[c_0(\ell)-c_0(0)]$. The straight-step solution gives $c_0(\ell)-c_0(0)=F\ell^2\Delta/(2DL)$. When attachment from above is slower, the density is higher at $z=\ell$ than at $z=0$, and the current runs towards the downhill bulges and feeds them. With equal attachment the two densities are equal and this current vanishes.

Asymmetry of the opposite sign, $\Delta<0$, damps in-phase meanders but causes a different instability. As $q\to0$, $Q\to qL$ and

$$\mathrm{Re}\,\omega\to-\frac{\Omega F\Delta s}{L^2}(1-\cos\phi),$$

which is positive for $\phi\ne0$: the steps bunch. Exchanging $d_+$ and $d_-$ in the test parameters and setting $\Gamma=0$, this limit gives 0.718 at $\phi=\pi$; the curved-step solution at $q=0.05$ gives 0.716.

For long in-phase waves, $S\simeq q\ell$, $C-1\simeq q^2\ell^2/2$ and $Q\simeq qL$. The flux bracket becomes $q^2\ell^2(\ell/2+s-s/2)=q^2\ell^2L/2$, and the stiffness bracket $q^2\ell(\ell+s)=q^2\ell L$. Hence

$$\omega\simeq\alpha q^2-\beta q^4,$$

$$\alpha=\frac{\Omega F\ell^2\Delta}{2L},\qquad \beta=\Omega Dc_{eq}\Gamma\ell.$$

Without desorption there is no threshold flux: any $F>0$ with $\Delta>0$ makes sufficiently long waves grow. Setting $2\alpha q-4\beta q^3=0$ gives $q_*^2=\alpha/(2\beta)$, and

$$\lambda_*=4\pi\sqrt{\frac{Dc_{eq}\Gamma L}{F\ell(d_--d_+)}},\qquad \omega_*=\frac{\alpha^2}{4\beta}.$$

In this approximation waves shorter than $\lambda_*/\sqrt2$ decay. Corrections to both terms are smaller by order $(q\ell)^2$ at fixed $d_\pm/\ell$. Since $q_*^2\propto F$, they vanish at low flux.

At large $q$, $S$ and $C$ become equal. Apart from the common factor $1/Q$ and this exponential, the flux term grows as $q^2$ and the stiffness term at least as $q^3$. With $c_{eq}\Gamma>0$ short waves are therefore damped. For $\Delta>0$ the full in-phase rate starts at zero, rises, and ends negative, so it has a positive maximum.

Two limits show what controls the wavelength. For a strong barrier, $d_-\gg\ell+d_+$, $L/\Delta\to1$ and $\lambda_*\to4\pi\sqrt{Dc_{eq}\Gamma/(F\ell)}$, independent of the barrier. For a weak one, with $d_+=0$ and $d_-\ll\ell$, $L\simeq\ell$ and $\lambda_*\to4\pi\sqrt{Dc_{eq}\Gamma/(Fd_-)}$, independent of the terrace width. Both are limits of the long-wave formula and need $q_*\ell\ll1$. On wider terraces the width matters again: in the example below, the full relation selects 228, 181 and 97 nm when $\ell$ is taken once, twice and four times as large as 37.45 nm at fixed flux.

As an example take homoepitaxy on Ge(111). Its threefold symmetry forces the surface diffusion tensor to be isotropic, as the model requires. At 700 K, $k_BT=0.0603$ eV. The results below are computed from unrounded inputs, so the last digit can differ from that obtained with the rounded numbers shown. A lattice constant near 0.566 nm gives $a=0.400$ nm, bilayer height 0.327 nm and $\Omega=0.0694$ nm$^2$. A miscut of $0.5^\circ$ gives $\ell=0.327/\tan0.5^\circ=37.45$ nm, and 0.1 bilayer/s is $F=1.44$ nm$^{-2}$s$^{-1}$. The other inputs are rough illustrative values: attempt rate $\nu=10^{13}$ s$^{-1}$, diffusion barrier 0.80 eV, adatom formation energy 0.50 eV, $E_s=0.10$ eV and $\tilde\gamma=0.30$ eV/nm. They give

$$D=\frac{a^2\nu}{4}e^{-0.80/0.0603}=6.96\times10^5\ \text{nm}^2/\text{s},$$

$$c_{eq}=\frac{e^{-0.50/0.0603}}{\Omega}=3.62\times10^{-3}\ \text{nm}^{-2},$$

together with $\Gamma=0.345$ nm, $d_-=1.70$ nm and $d_+=0$. Then $L=39.15$ nm and

$$\alpha=\frac{0.1\times37.45^2\times1.70}{2\times39.15}=3.05\ \text{nm}^2/\text{s}.$$

With $\beta=2260$ nm$^4$/s,

$$\lambda_*=2\pi\sqrt{\frac{2\times2260}{3.045}}=242\ \text{nm}.$$

The full dispersion relation gives 228 nm (2280 angstrom), as does the curved-step solution. The long-wave value of $q_*$ is thus low by 6 percent of itself. The cause is the finite terrace width: the long-wave value $q_*\ell=0.97$ is not small. For $s\ll\ell$ the flux term stays close to $\alpha q^2$, while the damping is $\beta q^4\,[2\tanh(u/2)/u]\simeq\beta q^4(1-u^2/12)$. The maximum then satisfies $q^2(1-u^2/8)=\alpha/(2\beta)$, which raises $q$ above the long-wave $q_*$ by about $(q_*\ell)^2/16$, or 6 percent. At one hundredth of the flux, all else fixed, the discrepancy falls to 0.06 percent.

The share from the lower terrace is 0.522, so a small imbalance suffices to destabilise the steps. The maximum rate is $1.10\times10^{-3}$ s$^{-1}$: the amplitude grows by a factor $e$ in 908 s, or 91 bilayers, or 30 nm of film. While the linear theory holds, a 100 nm film amplifies a ripple about thirtyfold. At the same $q$, phase shifts of $\pi/2$ and $\pi$ give decay at $1.0\times10^{-3}$ and $3.1\times10^{-3}$ s$^{-1}$. The full cutoff is 158 nm; a periodic cell shorter than this holds no growing meander. At 114 nm, half the selected wavelength, a ripple decays at $6.2\times10^{-3}$ s$^{-1}$.

Temperature acts strongly through $Dc_{eq}$. With flux, miscut, stiffness and energies fixed, the selected wavelength is 70 nm at 650 K and 506 nm at 750 K, and a factor $e$ takes 10 and 492 bilayers. Within this model, hotter growth delays meandering, provided step flow persists. Lowering $E_s$ to 0.05 eV at 700 K gives 425 nm and 970 bilayers.

Several neglected effects are small for these numbers. Including the motion of the frame in the diffusion equation lowers the growth rate by 0.1 percent, and $\omega/(Dq^2)=2\times10^{-6}$ justifies the quasi-static density. With a rough desorption energy of 3.4 eV, the loss is $10^{-14}$ of the flux. For islands, the density peaks at $z=\ell f_+$ with excess $F(\ell f_+)^2/(2D)$, a supersaturation of 0.109. The driving energy is $\delta\mu=k_BT\ln1.109=0.0062$ eV per atom. A round island costs $2\pi r\tilde\gamma-\pi r^2\delta\mu/\Omega$, taking the line tension equal to the stiffness. The maximum over $r$ is $\pi\tilde\gamma^2\Omega/\delta\mu=3.15$ eV, or $52k_BT$, which makes nucleation very unlikely in this estimate. At 650 K the same estimate gives only about $14k_BT$, and a classical nucleation rate at the peak supersaturation of 0.58 then gives of order $10^2$ islands per area $\ell^2$ per bilayer. Step flow is not expected to persist there, so the 70 nm found above for that temperature is only a formal value of the model.

Edge diffusion is less safely ignored. With diffusion constant $D_e$ and line density $c_e$ along the step, the edge current is $-D_ec_e\Gamma\,\partial_xK$. Its divergence adds $-\Omega D_ec_e\Gamma q^4$ to $\omega$. Relative to $\beta q^4$ this is $D_ec_e/(Dc_{eq}\ell)$. For the same attempt rate and the same sum of formation and hopping energies as on the terrace, $D_e=a^2\nu/2$ and $c_e=1/a$ apart from the common Boltzmann factor, so the ratio is $2\Omega/(a\ell)=0.009$. If the edge sum is lower by 0.28 eV, the ratio is one. In the long-wave formula $\beta$ then doubles, $\lambda_*$ rises by $\sqrt2$ and $\omega_*$ halves. This treats edge transport as smoothing only; an extra barrier for rounding kinks, not included here, can itself drive a meander during growth.

The rough energies limit any prediction for real germanium. An error of 0.1 eV in the sum of diffusion and formation energies changes $Dc_{eq}$ by $e^{0.1/0.0603}\simeq5$, and the long-wave $\lambda_*$ by about 2.3; the full wavelength rises by 2.4 or falls by 3.1. Lattice conventions also matter. Using the row spacing $\sqrt3a/2$ in $d_-$ gives 1.47 nm, 246 nm and 121 bilayers per factor $e$. Counting one adatom site per surface cell in place of two halves $c_{eq}$ and gives 151 nm. The real surface also breaks the dilute-adatom assumption: it carries far more adatoms than the fraction $\Omega c_{eq}=2.5\times10^{-4}$ used here. If exchange with them raised the effective $Dc_{eq}$ tenfold, the long-wave $\lambda_*$ would rise by about 3.2. The 228 nm is therefore the result for the stated parameters, and an order-of-magnitude guide for germanium at best. The numerical output lists the values used.

## Values computed for the example and the checks

```
Largest dispersion error, model units: 7.4e-08
Lower-side share, lattice chain: 0.6148
Lower-side share, formula: 0.6154
Bunching rate, reversed asymmetry, model units: 0.716
Temperature: 700 K; kB T: 0.06032 eV
Lattice constant (rough): 0.566 nm
Hop length: 0.400 nm; bilayer height: 0.327 nm
Area per atom: 0.0694 nm^2
Miscut: 0.5 degree; terrace width: 37.45 nm
Deposition: 0.10 bilayer/s = 1.442 atoms/nm^2/s
Attempt rate (rough): 1e+13 1/s
Diffusion barrier (rough): 0.80 eV
Adatom formation energy (rough): 0.50 eV
Extra step-edge barrier (rough): 0.10 eV
Step stiffness (rough): 0.30 eV/nm
Diffusion constant: 6.963e+05 nm^2/s
Equilibrium adatom density: 3.623e-03 1/nm^2
Capillary length: 0.345 nm
Attachment lengths low, up: 0.00, 1.700 nm
Share arriving from lower terrace: 0.5217
Step speed: 3.745 nm/s
alpha: 3.045 nm^2/s; beta: 2260.0 nm^4/s
Selected wavelength, long-wave formula: 242.1 nm
Selected wavelength, full dispersion: 228.2 nm
Selected wavelength, curved-step solver: 228.2 nm
Full-dispersion wavelength: 2282 angstrom
q times terrace width at maximum: 1.031
Long-wave error in q: 6.08 percent
Same error at flux/100: 0.0565 percent
Cutoff wavelength, full dispersion: 157.8 nm
Maximum growth rate, full: 1.101e-03 1/s
Maximum growth rate, long-wave: 1.025e-03 1/s
Time for amplitude factor e: 908 s
Deposit for factor e: 90.8 bilayers
Thickness for factor e: 29.7 nm
Growth rate at half the wavelength: -6.194e-03 1/s
Growth rate at selected q, phase 0: 1.101e-03 1/s
Growth rate at selected q, phase pi/2: -9.973e-04 1/s
Growth rate at selected q, phase pi: -3.096e-03 1/s
At 650 K: wavelength 70.4 nm, factor e after 9.6 bilayers
At 750 K: wavelength 506.1 nm, factor e after 491.6 bilayers
Step barrier 0.05 eV, 700 K: wavelength 424.5 nm, factor e after 969.6 bilayers
Advection changes growth rate by: -0.10 percent
Quasi-static ratio rate/(D q^2): 2.1e-06
Peak supersaturation: 0.1089
Island barrier: 3.15 eV = 52.2 kB T
Desorption energy (rough): 3.4 eV
Desorption loss divided by flux: 9.2e-15
Edge/terrace damping, equal total barriers: 0.0093
Edge barrier reduction for equal damping: 0.282 eV
```
